# Why symmetric H2 loss from one silicon dimer meets an orbital crossing

**Question.** On a monohydride Si(100) surface each silicon dimer carries two hydrogen atoms, H-Si-Si-H. Suppose that both leave together as H2, moving so that the left and right halves of the dimer stay mirror images. Two Si-H bonds are lost; an H-H bond and a dimer pi bond are gained. Four electrons sit in two bonds before and in two bonds after. Why does an electronic level crossing stand in the way?

## The mechanism: counting mirror parities

Let the mirror plane be the one that exchanges the two silicon atoms. Any orbital of the symmetric structure can be chosen even (S) or odd (A) under it.

A single Si-H bond is neither, because the mirror turns it into the other one. The sum of the two bond orbitals is S and their difference is A. Both are filled, so the reactant has the configuration $S^2A^2$.

In the product, the H-H bond is the in-phase sum of two 1s orbitals and is S. The dimer pi bond is the in-phase sum of the two silicon dangling orbitals and is also S. The odd partners are the H-H antibond and $\pi^*$. The product ground configuration is therefore $S^2S'^2$, where $S'$ is the second even level.

The mirror forbids mixing of S with A, so the number of electrons in each class is fixed for a given configuration. The reactant's odd pair must end in an odd orbital, and the lowest one available is $\pi^*$:

$$\sigma_{\rm SiH,S}^2\,\sigma_{\rm SiH,A}^2\;\longrightarrow\;\sigma_{\rm HH}^2\,\pi^{*2},\qquad\text{not}\qquad \sigma_{\rm HH}^2\,\pi^2 .$$

Meanwhile, in a picture that keeps only these bonds and their antibonds, an even level that is an empty Si-H antibond in the reactant descends to become $\pi$. In a real molecule the empty levels are more mixed, but their parities are the same. A filled A level and an empty S level must exchange order. The argument assumes that the mirror is kept, that the electrons are paired, and that $\pi$ lies below $\pi^*$.

## Where the levels cross

Take four orthonormal orbitals: $h_1,h_2$ on the hydrogens and $d_1,d_2$, the silicon hybrids that point towards them. The positive numbers $a$, $b$, $t$ are the strengths of the H-H, Si-Si pi and Si-H couplings, each entering the Hamiltonian as a negative matrix element. The hydrogen site energy is $\Delta/2$ and the silicon one $-\Delta/2$. The diagonal couplings $h_1$-$d_2$ and $h_2$-$d_1$ are neglected; they would alter the formula below, but not the parities.

With

$$h_\pm=\frac{h_1\pm h_2}{\sqrt2},\qquad d_\pm=\frac{d_1\pm d_2}{\sqrt2},$$

the Hamiltonian splits into two blocks, $s=+1$ for S and $s=-1$ for A:

$$H_s=\begin{pmatrix}\Delta/2-sa&-t\\-t&-\Delta/2-sb\end{pmatrix}.$$

The H-H coupling lowers the sum $h_+$ by $a$ and raises the difference $h_-$ by $a$, which gives $-sa$; the same holds for $b$. The Si-H coupling is $-t$ in both blocks, because each hydrogen is joined to its own silicon.

**The two ends.** For large $t$ each block has one bonding level near $-t$ and one antibonding level near $+t$. Four electrons fill the two bonding levels, one S and one A. For $t\to0$ the S levels are $\Delta/2-a$ and $-\Delta/2-b$, and the A levels are $\Delta/2+a$ and $-\Delta/2+b$. Both S levels lie below both A levels if

$$\frac\Delta2-a<-\frac\Delta2+b\quad\text{and}\quad-\frac\Delta2-b<\frac\Delta2+a,$$

that is, if $|\Delta|<a+b$. The filling is then $S^2S'^2$.

Within one block two levels cannot meet while $t\neq0$, since their separation is $\sqrt{(\Delta-sa+sb)^2+4t^2}>0$. The reactant's odd bonding level therefore stays the lower odd level throughout.

**The crossing.** Let $u=\Delta/2-E$ and $v=-\Delta/2-E$. An eigenvalue of block $s$ obeys $(u-sa)(v-sb)=t^2$, or, because $s^2=1$,

$$uv+ab-s(ub+va)=t^2 .$$

A common eigenvalue satisfies this for both signs of $s$. Subtracting and adding the two equations gives

$$ub+va=0,\qquad uv+ab=t^2 .$$

Since $u-v=\Delta$, the first relation yields

$$u=\frac{a\Delta}{a+b},\qquad v=-\frac{b\Delta}{a+b}.$$

Insertion in the second relation gives the crossing condition

$$\boxed{t^2=ab\left[1-\frac{\Delta^2}{(a+b)^2}\right]}$$

It remains to see which levels meet. Write $\delta=\Delta/(a+b)$. In the S block the first diagonal element minus $E$ is $u-a=-a(1-\delta)$. For $|\delta|<1$ this is negative, so $E$ lies above a diagonal element and is the upper root. In the A block the same quantity is $u+a=a(1+\delta)>0$, so $E$ is the lower root. The level that rises to the crossing is the filled odd one, and the one that meets it is the empty even one.

For $\Delta=0$ the condition is $t^2=ab$: the products of opposite couplings around the ring H-H-Si-Si are equal. With four electrons this is the degeneracy of a four-membered Hückel ring.

**Limits.** If $b\to0$ at fixed $a$ and $\Delta$, with $|\Delta|<a$, the crossing moves to $t\to0$. A weak pi bond thus delays the crossing until the Si-H bonds are nearly gone. If $|\Delta|>a+b$, the right side is negative and there is no crossing: the small-$t$ state then has both pairs on the same two atoms, so it is not H2 plus a dimer.

For the round illustrative values $a=4$ eV, $b=0.5$ eV and $\Delta=1$ eV,

$$t=\sqrt{4\times0.5\left(1-\frac{1}{4.5^2}\right)}\ \text{eV}=1.379\ \text{eV}.$$

Direct diagonalization gives the same value. With $\Delta=6$ eV the smallest gap is 1.5 eV, reached at $t=0$, where it equals $\Delta-a-b$.

## Does breaking the mirror remove it?

Losing the mirror allows S and A to mix, but how much they mix depends on the distortion.

First shift the silicon site energies by $+\eta$ and $-\eta$, as when a dimer buckles. At $\Delta=0$ the crossing lies at $E=0$. The first row of each block gives amplitudes $x$ on $h$ and $y$ on $d$ with $|x/y|=t/a$. Normalization and $t^2=ab$ then give

$$y^2=\frac{1}{1+t^2/a^2}=\frac{a}{a+b}.$$

The shift has no diagonal element in either crossing level. Its element between them is $\eta y_Sy_A$, of magnitude $\eta a/(a+b)$. Degenerate levels split by twice this element:

$$\text{gap}=\frac{2|\eta|a}{a+b}\quad\text{to first order in }\eta .$$

Now make the Si-H couplings unequal, $t_1\neq t_2$, as when the H pair slides sideways. For $\Delta=0$, $h_1$ and $d_2$ couple only to $h_2$ and $d_1$, through the matrix

$$-\begin{pmatrix}a&t_1\\t_2&b\end{pmatrix},\qquad\text{determinant }ab-t_1t_2 .$$

The energies are plus and minus the singular values of this matrix. If $t_1t_2=ab$, one singular value vanishes and two levels still meet at zero. The degeneracy survives although the mirror is gone.

For $\Delta\ne0$ that protection is lost. With $t_{1,2}=t\pm\tau$, the mixing element is $-\tau(x_Sy_A+y_Sx_A)$. The first rows of the blocks give $x_S/y_S=-t/[a(1-\delta)]$ and $x_A/y_A=t/[a(1+\delta)]$, so

$$-\tau(x_Sy_A+y_Sx_A)=\tau\,y_Sy_A\,\frac ta\,\frac{2\delta}{1-\delta^2}.$$

Sliding opens a first-order gap in proportion to $\delta$ when $\delta$ is small. Asymmetry as such is not a cure; it must act on the two levels that cross.

## From orbitals to states

Orbital energies depend on the mean field in which they are computed. A fair choice places one electron on average in each of $A$ and $S'$. Let $D_1$ and $D_2$ be the density matrices of $S^2A^2$ and $S^2S'^2$ built from these common orbitals, $D_0$ their average, and $X=(D_2-D_1)/2$. The closed-shell energy expression is quadratic in the density, and its slope is the mean-field operator $F$. Hence

$$E(D_0\pm X)=E(D_0)\pm\mathrm{Tr}[F(D_0)X]+Q(X),$$

where the quadratic term $Q$ is the same for both signs. Two electrons move from $A$ to $S'$, so $X$ contains $S'$ with weight $+1$ and $A$ with weight $-1$. Subtraction gives

$$E_2-E_1=2\,\mathrm{Tr}[F(D_0)X]=2(\varepsilon_{S'}-\varepsilon_A).$$

In this common field the orbital crossing is also the crossing of the two configurations.

The configurations themselves can mix. Each contains its odd orbitals in pairs, so both total states are even singlets. They differ by two electrons, which leaves only the electron repulsion to connect them:

$$K=(AS'|AS')=\iint\frac{A(1)S'(1)\,A(2)S'(2)}{r_{12}}\,d1\,d2>0 .$$

It is positive because it is twice the electrostatic self-energy of the charge distribution $AS'$. The $2\times2$ problem gives

$$E_\pm=\frac{E_1+E_2}2\pm\sqrt{\left(\frac{E_1-E_2}2\right)^2+K^2}.$$

At $E_1=E_2$ the states are $2K$ apart. The orbitals cross, whereas the states avoid each other. "Symmetry-forbidden" thus means that the reactant configuration climbs towards an excited product before the electrons can re-pair. It does not mean a zero rate.

If each configuration has its own optimized orbitals, $K$ is replaced by a coupling $W$. The two occupied sets can be rotated so that each orbital overlaps only its partner. One pair per spin, $p$ and $r$, has zero overlap, because the configurations hold different numbers of odd orbitals. A one-electron operator cannot bridge two zero overlaps, so repulsion alone survives:

$$W=\Big(\prod_i s_i\Big)^2(pr|pr),$$

with $s_i$ the nonzero overlaps for one spin; the square accounts for both spins.

## Numbers for a silicon dimer cluster

The example is a Si2H6 cluster. Two hydrogens leave, and four others replace the bonds to the second silicon layer, pointing in surface directions. The silicon atoms (2.40 Å apart) and the four caps are frozen. The H pair follows one chosen symmetric curve, labelled by $q$ from 0 to 1. The curve is not optimized; near $q=0.25$ it even compresses the Si-H bonds to 1.375 Å. The level is Hartree-Fock in the 6-31G basis for $E_1$ and $E_2$, followed by their $2\times2$ mixing.

**The orbitals.** In the common field, $\varepsilon_{S'}-\varepsilon_A$ is $+11.5$ eV in the reactant and $-0.93$ eV in the product. The odd level has a weight of 0.48 on the leaving hydrogens at the start and 0.004 at the end: it has become the dimer's $\pi^*$. The levels cross at $q=0.724$, where H-H is 0.89 Å and Si-H 2.46 Å. The Si-H bonds are then strongly stretched, as the model suggests for a small $b$, although $b$ was not extracted from the cluster; on this path the H-H bond is nearly formed by then. There $K\approx2.00$ eV, and the states are $2K\approx4.0$ eV apart; at the same geometry 6-31G(d,p) lowers $K$ by only 0.003 eV. The position depends somewhat on the basis: with polarization functions on both elements, 6-31G(d,p), the crossing moves by about 0.02 along the path, to $q\approx0.74$.

**The configurations.** With separately optimized orbitals, the reactant configuration starts at 0 and ends at 5.76 eV, while the product configuration starts at 23.0 eV, rises at first, and ends at 3.97 eV. The difference at the end, $5.76-3.97=1.79$ eV, is the cost of $\pi^{*2}$ over $\pi^2$ with the H2 molecule still above the dimer; for the same dimer without H2 it is 1.91 eV. These are 6-31G values and are not converged with the basis: 6-31G(d,p) moves the two end points to 6.21 and 4.70 eV, their difference to 1.51 eV, and the value without H2 to 1.64 eV. The two curves meet at $q=0.726$ and 5.82 eV. The sign of $E_2-E_1$ differs at the two ends, so any symmetric path between them on which both energies are continuous must also contain such a meeting point.

**The barrier top.** Interpolation between the computed points puts the maximum of the lower mixed state 4.86 eV above the reactant, near $q=0.62$, before the crossing. At the crossing the square root is stationary in $E_1-E_2$, so the slope of $E_-$ is the mean slope of the two curves minus the slope of $W$. Between $q=0.70$ and 0.75, $E_1$ changes by only $-0.02$ eV and $E_2$ by $-0.92$ eV. The mean falls by 0.47 eV, and the lower state is already going downhill.

The composition confirms this. The weight of the higher configuration in $E_-$ is

$$w=\frac12\left(1-\frac{|E_2-E_1|}{2R}\right),\qquad R=\frac{E_1+E_2}{2}-E_- .$$

The listed lower-state energies are measured from the mixed reactant, 0.02 eV below the zero used for $E_1$ and $E_2$. At $q=0.60$ this gives $R=7.24-4.80=2.44$ eV and $w=\frac12(1-1.99/2.44)\approx0.09$. The top is still mainly the reactant configuration, climbing towards its excited destination. At $q=1$, $R=4.86-2.84=2.02$ eV and $w=\frac12(1-0.90/2.02)\approx0.28$. At the frozen distance of 2.40 Å the pi bond is so weak that $\pi^{*2}$ makes up about a quarter of the lowest singlet. For the dimer without H2 the weight is 0.26 (0.29 in 6-31G(d,p)), and it falls to 0.22 when the dimer is shortened to 2.30 Å. The $2\times2$ state is also only an upper bound on this side of the barrier. For the dimer without H2, optimizing the orbitals for both configurations together (CASSCF with two electrons in two orbitals) lowers it by 0.60 eV, with a weight of 0.28. A Hartree-Fock triplet, with one electron in each of $A$ and $S'$, lies 0.52 eV below the $2\times2$ state there and 0.66 eV below it at the orbital crossing, but 0.03 eV above it at $q=0.62$. The lower curve is thus that of the singlet, and past the top it is too high.

**Distortions.** At the orbital crossing, moving the silicon atoms vertically by $\pm0.05$ and $\pm0.10$ Å opens orbital gaps of 0.303 and 0.602 eV, nearly linear in the displacement. Sliding the H pair sideways by 0.10 Å opens 0.076 eV. The four-site model gives the same order when $\delta$ is small and $\eta$ and $\tau$ are comparable, but these quantities were not extracted from the cluster, so this is no test of the model. Nor is an orbital gap a reduction of the barrier.

## Beside the real surface

Hydrogen leaves monohydride Si(100) thermally near 800 K, with an activation energy of roughly 2.5 eV. The 4.86 eV found here is far from that figure and does not predict it. An optimized symmetric path could have a lower top within the same model. At $q=0.60$ the lower state lies at 4.82 eV; the larger 6-31G* basis raises this to 5.26 eV, whereas coupled-cluster singles and doubles (CCSD) in 6-31G gives 4.27 eV. Each change, made alone, thus shifts the energy by about half an eV, in opposite directions. Their combined effect was not computed, so these shifts show the sensitivity of the result and are not error bounds. Shortening the dimer to 2.30 Å, with the other atoms fixed, changes the energy at that point by $-0.03$ eV and that of the reactant by $+0.02$ eV, so the difference between them falls by about 0.05 eV.

At 800 K, $k_BT=0.069$ eV. A difference of $4.86-2.5\approx2.4$ eV would change a Boltzmann factor by about $e^{34}$. The Wigner tunnelling factor, $1+(\hbar\omega/k_BT)^2/24$ with $\omega$ taken from the downward curvature at the barrier top, is only about 1.5. Since the barrier quantum $\hbar\omega=0.24$ eV exceeds $k_BT$, that leading correction shows just the order of size, but it is no match for the exponential.

Real dimers can buckle, and hydrogen can also leave from neighbouring dimers, so neither the mirror nor the single-dimer assumption is imposed by the surface. How far such routes lower the barrier has not been computed here. What the symmetry argument establishes is narrower: if one dimer releases H2 with its mirror intact, its odd bonding pair has no place in the product's two bonds, and the electrons must re-pair on the way. The remaining values along the path are in the numerical output.

## Computed results

```
Model a, b, Delta = 4.00, 0.50, 1.00 eV
Model crossing t: diagonalized 1.37885, formula 1.37885 eV
Second-level parity below/above crossing: +1/-1
Smallest gap for Delta = 6 eV: 1.500 eV
Delta=0, site shifts +/-0.010 eV: gap 0.01778 eV
Delta=0, Si-H coupling ratio 1.69: gap 0.00000 eV
Cluster inputs: Si-Si 2.40, Si-H 1.49, cap Si-H 1.48 angstrom
Path energies in eV, E1 and E2 from reactant E1, lower from reactant lower:
 q=0.00 H-H=3.498 Si-H=1.490 angstrom E1=0.000 E2=22.999 lower=0.000
 q=0.25 H-H=2.239 Si-H=1.375 angstrom E1=1.170 E2=25.398 lower=1.172
 q=0.50 H-H=1.360 Si-H=1.798 angstrom E1=3.646 E2=13.468 lower=3.565
 q=0.60 H-H=1.114 Si-H=2.064 angstrom E1=5.248 E2=9.231 lower=4.824
 q=0.65 H-H=1.014 Si-H=2.215 angstrom E1=5.680 E2=7.607 lower=4.748
 q=0.70 H-H=0.929 Si-H=2.376 angstrom E1=5.822 E2=6.343 lower=4.267
 q=0.75 H-H=0.860 Si-H=2.549 angstrom E1=5.806 E2=5.421 lower=3.754
 q=1.00 H-H=0.740 Si-H=3.597 angstrom E1=5.759 E2=3.968 lower=2.864
Common field reactant: S-A level 11.517 eV; leaving-H weight S 0.175, A 0.480
Common field product: S-A level -0.928 eV; leaving-H weight S 0.001, A 0.004
Common orbitals at q=0.65: E2-E1 1.8583, twice the S-A level difference 1.8583 eV
Orbital crossing: q=0.7238 H-H=0.894 Si-H=2.457 angstrom
At orbital crossing: K 1.997, state separation 3.994 eV
Orbital gap for Si heights +/-0.05, +/-0.10 angstrom: 0.3030, 0.6015 eV
Orbital gap for H-pair sideways shift 0.10 angstrom: 0.0762 eV
Determinant crossing: q=0.7258 H-H=0.892 Si-H=2.464 angstrom
There: E1 5.824, E2 5.826, coupling 1.853, lower state 3.991 eV
Interpolated maximum of lower state on chosen path: 4.863 eV at q=0.618
At 800 K: kT 0.0689 eV, barrier quantum 0.2367 eV, Wigner factor 1.491
Lower-state change at q=0.60 for Si-Si 2.30 angstrom: -0.032 eV
Lower-state energy at q=0.60: 6-31G 4.824, 6-31G* 5.262 eV
CCSD/6-31G energy at q=0.60 from reactant: 4.273 eV (nan = not converged)
```
